\section*{Hole tunnelling through oxynitride films: the best composition at fixed capacitance}

\section*{Problem}

A silicon oxynitride film insulates the gate of a p-channel transistor. Its composition is described by a coordinate $x$, with $x=0$ for silica and $x=1$ for silicon nitride. The relative permittivity and the barrier for holes are taken as linear in $x$:
\begin{equation}
\varepsilon(x)=\varepsilon_0+\Delta\varepsilon\,x,\qquad
\phi(x)=\phi_0-\Delta\phi\,x ,
\label{lines}
\end{equation}
with $\varepsilon_0=3.9$, $\Delta\varepsilon=3.6$, $\phi_0=4.5$ eV and $\Delta\phi=2.6$ eV. The nitride values are therefore $\varepsilon_1=7.5$ and $\phi_1=1.9$ eV. (The symbol $\varepsilon_0$ is the permittivity of silica relative to vacuum, not the vacuum constant.) The barrier $\phi$ is the distance, in energy, from the arriving hole to the valence-band edge of the film. The hole mass $m$ in the film does not depend on $x$, and at first no voltage lies across the film. All films compared have the same capacitance per area.

\begin{enumerate}
\item[(a)] Which combination of $\varepsilon$ and $\phi$ decides how strongly the film suppresses hole tunnelling?
\item[(b)] Which composition suppresses it most, and when does this composition lie between the two pure materials?
\item[(c)] How pronounced is the optimum? Which other composition is as good as pure nitride?
\item[(d)] Evaluate the result for an equivalent oxide thickness of 1.5 nm and $m=0.4\,m_e$. Does the factor in front of the exponential matter?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Equal capacitance fixes $t/\varepsilon$, not the thickness $t$. Inside the barrier the wave function decays exponentially.
\item[(b)] Maximise the square of the combination, which is a cubic polynomial, and factorise its derivative.
\item[(c)] Measure $x$ from the point where the permittivity line extrapolates to zero. One root of the cubic equation for equal merit is known in advance.
\item[(d)] Match the wave function and its slope at both faces, starting from the exit side.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The figure of merit}

The capacitance per area is proportional to $\varepsilon/t$. Let $t_{\rm eq}$ be the thickness of the silica film with the same capacitance. Then $\varepsilon/t=3.9/t_{\rm eq}$, so
\begin{equation}
t(x)=t_{\rm eq}\,\frac{\varepsilon(x)}{3.9}.
\label{thick}
\end{equation}
In the film the hole energy lies $\phi$ short of the allowed band, and the Schr\"odinger equation reads $\psi''=q^2\psi$ with $q=\sqrt{2m\phi}/\hbar$. When $qt\gg1$ the amplitude falls by $e^{-qt}$ across the film and the probability by $e^{-S}$, where
\begin{equation}
S=2qt=\frac{2t_{\rm eq}}{3.9}\,\frac{\sqrt{2m}}{\hbar}\,f(x),
\qquad f=\varepsilon\sqrt{\phi}.
\label{action}
\end{equation}
The factors before $f$ are the same for all compositions, so $f$ is the figure of merit. Nitrogen acts on it in two opposite ways: it allows a thicker film and it lowers the barrier. If the physical thickness were held fixed instead, $S$ would vary as $\sqrt\phi$ alone and silica would be best.

\subsection*{(b) The best composition}

Since $f>0$, $f$ and $f^2=\varepsilon^2\phi$ peak at the same place. With $\varepsilon'=\Delta\varepsilon$ and $\phi'=-\Delta\phi$,
\begin{equation}
\frac{d f^2}{dx}=2\varepsilon\,\Delta\varepsilon\,\phi-\varepsilon^2\Delta\phi
=\varepsilon\,\bigl(2\Delta\varepsilon\,\phi-\Delta\phi\,\varepsilon\bigr).
\label{deriv}
\end{equation}
The factor $\varepsilon$ is positive. Inserting (\ref{lines}) into the bracket gives
\begin{equation}
2\Delta\varepsilon\,\phi-\Delta\phi\,\varepsilon
=2\Delta\varepsilon\,\phi_0-\Delta\phi\,\varepsilon_0-3\,\Delta\varepsilon\,\Delta\phi\,x ,
\end{equation}
a straight line that falls with $x$. It vanishes at
\begin{equation}
x^*=\frac{2}{3}\frac{\phi_0}{\Delta\phi}-\frac13\frac{\varepsilon_0}{\Delta\varepsilon}.
\label{xstar}
\end{equation}
The merit rises before $x^*$ and falls after it, so this is the single maximum. For the given data
\begin{equation}
x^*=\tfrac23(1.7308)-\tfrac13(1.0833)=0.793 .
\end{equation}

The optimum lies inside the interval if the bracket is positive at $x=0$ and negative at $x=1$:
\begin{equation}
\frac{2\Delta\varepsilon}{\varepsilon_0}>\frac{\Delta\phi}{\phi_0}
\quad\text{and}\quad
\frac{2\Delta\varepsilon}{\varepsilon_1}<\frac{\Delta\phi}{\phi_1}.
\label{inside}
\end{equation}
Here these read $1.85>0.58$ and $0.96<1.37$, and both hold. If the first fails, the merit falls throughout and silica is best. If the second fails, it rises throughout and nitride is best. The second case arises when the barrier hardly changes, $\Delta\phi\to0$; the first when the permittivity hardly changes, $\Delta\varepsilon\to0$.

The nitrogen content at $x^*$ depends on what $x$ counts. If $x$ is the fraction of Si$_3$N$_4$ formula units mixed with SiO$_2$ units, there are $4x$ nitrogen atoms among $3(1-x)+7x=3+4x$ atoms, which gives 51 at.\%. If $x$ is the fraction of silicon atoms that belong to nitride, there are $4x/3$ nitrogen atoms among $3(1-x)+7x/3=3-2x/3$ atoms per silicon atom, which gives 43 at.\%. These are two different physical models, because the properties can be linear in one coordinate or in the other, but not in both.

\subsection*{(c) Height and width of the optimum}

The permittivity line vanishes at $x_\varepsilon=-\varepsilon_0/\Delta\varepsilon=-1.0833$ and the barrier line at $x_\phi=\phi_0/\Delta\phi=1.7308$. Let $L=x_\phi-x_\varepsilon=2.8141$ and $u=x-x_\varepsilon$. Then $\varepsilon=\Delta\varepsilon\,u$, $\phi=\Delta\phi\,(L-u)$ and
\begin{equation}
f^2=\Delta\varepsilon^2\,\Delta\phi\;u^2(L-u).
\end{equation}
Equation (\ref{xstar}) is $x^*=(2x_\phi+x_\varepsilon)/3$, that is $u^*=2L/3$: the optimum lies two thirds of the way from the zero of the permittivity to the zero of the barrier. The weight is two to one because $f^2$ contains $\varepsilon$ squared and $\phi$ once. The height is
\begin{equation}
f_*^2=\Delta\varepsilon^2\Delta\phi\,\frac{4L^2}{9}\,\frac{L}{3}
=\frac{4}{27}\,\Delta\varepsilon^2\,\Delta\phi\,L^3 ,
\end{equation}
so $f_*=10.55$ eV$^{1/2}$. For silica $f=3.9\sqrt{4.5}=8.27$ eV$^{1/2}$ and for nitride $f=7.5\sqrt{1.9}=10.34$ eV$^{1/2}$. The optimum exceeds silica by 27\% of the silica value, but nitride by 2.0\% of the nitride value.

For the composition that equals nitride, let $u_1=1-x_\varepsilon=2.0833$ and $d=L-u_1=0.7308$. Equal merit means $u^2(L-u)=u_1^2(L-u_1)$, or
\begin{equation}
L(u^2-u_1^2)-(u^3-u_1^3)=0 .
\end{equation}
Dividing by the known factor $u-u_1$ leaves $L(u+u_1)-(u^2+uu_1+u_1^2)=0$. Since $L-u_1=d$, this is
\begin{equation}
u^2-d\,u-d\,u_1=0,\qquad
u=\frac{d+\sqrt{d^2+4d\,u_1}}{2}=1.652 ,
\end{equation}
where the positive root is taken because $\varepsilon>0$. Hence $x=x_\varepsilon+u=0.57$. From 0.57 to 1 the merit changes by only about 2\%: the optimum is the top of a broad plateau.

\subsection*{(d) Numbers, and the factor before the exponential}

For $m=0.4\,m_e$, $\sqrt{2m}/\hbar=3.24$ nm$^{-1}$eV$^{-1/2}$, and (\ref{action}) becomes $S=(2\times1.5/3.9)(3.24)f=2.49f$, with $f$ in eV$^{1/2}$. At the optimum $\varepsilon=6.75$, $\phi=2.44$ eV and $t=1.5\times6.754/3.9=2.60$ nm.

\begin{center}
\begin{tabular}{lccc}
 & $t$ (nm) & $S$ & $e^{-S}$ relative to optimum\\
silica & 1.50 & 20.62 & 290\\
optimum & 2.60 & 26.29 & 1\\
nitride & 2.88 & 25.77 & 1.7
\end{tabular}
\end{center}

The exponential turns a 27\% gain in merit into a factor of 290, and a 2\% gain into a factor of 1.7.

For the full transmission, let a hole of kinetic energy $E$ arrive with wave number $k=\sqrt{2mE}/\hbar$, with the same mass on both sides. Behind the film the wave is $\tau e^{ik(z-t)}$, so $\psi(t)=\tau$ and $\psi'(t)=ik\tau$. The solution in the film with these values is
\begin{equation}
\psi(z)=\tau\Bigl[\cosh q(z-t)+\frac{ik}{q}\sinh q(z-t)\Bigr].
\end{equation}
In front of the film $\psi=Ae^{ikz}+Be^{-ikz}$, so $A=\frac12[\psi(0)+\psi'(0)/(ik)]$. With $c=\cosh qt$ and $s=\sinh qt$,
\begin{equation}
\frac{A}{\tau}=\frac12\Bigl[c-\frac{ik}{q}s+c-\frac{q}{ik}s\Bigr]
=c+\frac{i}{2}\Bigl(\frac qk-\frac kq\Bigr)s .
\end{equation}
Taking the squared modulus and using $c^2=1+s^2$,
\begin{equation}
\frac1T=\Bigl|\frac A\tau\Bigr|^2=1+\frac{(k^2+q^2)^2}{4k^2q^2}\,\sinh^2qt .
\end{equation}
For $qt\gg1$, $\sinh^2qt\approx e^{2qt}/4$, and since $k^2:q^2=E:\phi$,
\begin{equation}
T\approx\frac{16E\phi}{(E+\phi)^2}\,e^{-S}.
\end{equation}
For $\phi>E$ the prefactor grows as the barrier falls, which counts against nitrogen. With $E=0.1$ eV the full formula gives $T=3.8\times10^{-10}$ for silica, $2.3\times10^{-12}$ at $x^*$ and $4.9\times10^{-12}$ for nitride. The ratios to the value at $x^*$ become about 160 and 2.1. The minimum of $T$ itself, found by a grid scan and a one-dimensional search, lies at $x=0.75$. The prefactor matters little for the size of the suppression, but on so flat a plateau it moves the optimum visibly. The optima called numerical below come from the same search, applied to $S$.

\section*{Variation 1: a voltage across the film}

\emph{A voltage $V$ lies across the film, the same for all compositions. Where is the optimum now?}

With $e$ the elementary charge, the barrier falls along the path as $\phi-eVz/t$. For a slowly varying barrier the decay adds up locally, so $S=2\int_0^t q(z)\,dz$. The integral is elementary for $eV<\phi$:
\begin{equation}
S=\frac{4t\sqrt{2m}}{3\hbar\,eV}\Bigl[\phi^{3/2}-(\phi-eV)^{3/2}\Bigr].
\end{equation}
To see the shift, write the local barrier as $(\phi-eV/2)+eV(\frac12-z/t)$. The second part averages to zero over the film, so to first order in it the mean of the square root is $\sqrt{\phi-eV/2}$. The voltage thus acts as a uniform lowering $\delta=eV/2$ of the barrier. A uniform lowering replaces $\phi_0$ by $\phi_0-\delta$ in (\ref{xstar}), which shifts the optimum by
\begin{equation}
\delta x^*=-\frac{2\delta}{3\Delta\phi}\approx-\frac{eV}{3\Delta\phi}.
\label{shift}
\end{equation}
For $V=1$ V the shift is $-1/7.8=-0.13$ and the optimum moves to 0.665. Numerical maximisation of the full $S$ gives 0.660. A given loss of barrier height hurts most where the barrier is already low, so the voltage favours less nitrogen.

\section*{Variation 2: a mass that depends on composition}

\emph{Let $m(x)=m_0(1+rx)$ with $r\ge0$. For which $r$ does the optimum reach pure nitride?}

Now $S^2\propto\varepsilon^2\phi\,(1+rx)$, and
\begin{equation}
\frac{d\ln S^2}{dx}=\frac{2\Delta\varepsilon}{\varepsilon}-\frac{\Delta\phi}{\phi}+\frac{r}{1+rx}.
\end{equation}
As $x$ grows, the first and third terms do not increase and the second becomes more negative, so the derivative falls and changes sign at most once. It is positive at $x=0$. An interior optimum therefore needs a negative value at $x=1$:
\begin{equation}
\frac{r}{1+r}<\frac{\Delta\phi}{\phi_1}-\frac{2\Delta\varepsilon}{\varepsilon_1}=1.368-0.960=0.408 ,
\end{equation}
or $r<0.408/0.592=0.69$. If the mass is 69\% or more heavier in nitride than in silica, pure nitride is best. A much smaller change already matters: numerically, a mass 20\% heavier in nitride puts the optimum at 0.89, and one 20\% lighter at 0.65.

\section*{The model beside a real gate film}

The equivalent oxide thickness of 1.5 nm and the voltage of 1 V are round values for a thin gate insulator. The barriers and the mass are rough values. The field at 1 V is 6.7 MV/cm in silica and 3.8 MV/cm at $x^*$, below a rough breakdown field of 10 MV/cm. The nitrogen content at $x^*$ is far above that of a lightly nitrided gate oxide, and a real film can have a graded composition, which the model leaves out.

Besides the voltage, two neglected effects are large. First, holes in the silicon are confined at the interface. With no interface charge, continuity of the displacement gives a surface field $F=(3.9/11.7)\,V/t_{\rm eq}=2.2$ MV/cm. In the well $eFz$ behind a hard wall, the scaling $z=\ell s+W/(eF)$ with $\ell^3=\hbar^2/(2m_zeF)$ turns the Schr\"odinger equation into Airy's, $d^2\psi/ds^2=s\psi$. Its first zero, $s=-2.338$, gives the level $W=2.338\,(\hbar^2/2m_z)^{1/3}(eF)^{2/3}=0.44$ eV for $m_z=0.29\,m_e$. This is an upper estimate, since screening by the holes bends the potential below the straight line; with the potential made self-consistent for a single subband the level is about 0.37 eV. By (\ref{shift}) with $\delta=W$ the optimum moves to 0.68, or to 0.70 with the screened level. The thermal energy at 358 K, 0.03 eV, would by itself move it by less than 0.01. If holes alone supply the surface field, Gauss's law gives $N=1.4\times10^{13}$ cm$^{-2}$ of them. A single parabolic subband with two spin states and in-plane mass $0.29\,m_e$ would be filled up to $\pi\hbar^2N/(0.29\,m_e)=0.12$ eV. A barrier lowering of this size would move the optimum by about 0.03, but this is an upper estimate. In silicon the two lowest hole subbands lie only about 0.02 eV apart and are strongly warped, with a much larger density of states. A six-band model of the same well puts the Fermi level near the lowest subband edge at 358 K and the mean hole energy about 0.05 eV above it. This energy also belongs to motion along the interface: if the parallel momentum is conserved, only the fraction $1-m_\parallel/m$ of it lowers the barrier, where $m_\parallel$ is the in-plane mass in silicon.

Second, the band is not parabolic deep in the gap. In a symmetric two-band model with gap $E_g$ and coupling $Pk$, energies measured upward from the valence edge obey $\lambda(\lambda-E_g)=P^2k^2$. Near the edge this gives the mass $m=\hbar^2E_g/(2P^2)$; in the gap, with $\lambda=\phi$ and $k=iq$, it gives $q^2=(2m\phi/\hbar^2)(1-\phi/E_g)$. With rough gaps of 9.0 eV for silica and 5.3 eV for nitride, linear in between, and the edge mass $m$ kept the same for all compositions, the numerical optimum moves up to 0.98. If the coupling $P$ is kept the same instead, $m$ is proportional to the gap and the optimum moves down to 0.61. Even the direction of this shift thus depends on how the bands change with composition.

With voltage, full confinement energy and two-band dispersion at fixed $m$ together, the numerical optimum is 0.68, where $S=17.9$, against 14.2 for silica and 16.3 for nitride. The shifts do not simply add: their sum would give 0.74. The advantage over nitride has grown to a factor $e^{1.6}\approx5$. With fixed $P$ instead of fixed $m$ (and $m=0.4\,m_e$ in silica), the three effects together put the optimum at 0.44, where $S=15.7$, against 14.2 for silica and 12.5 for nitride: pure nitride is then worse than silica, and the optimum beats silica by only a factor of about 4.

The assumed straight line for the barrier is as critical. If the barrier sags by $b\,x(1-x)$ below it, its slope at $x=1$ is $-(\Delta\phi-b)$, and the merit stops falling there when $b=\Delta\phi-2\Delta\varepsilon\,\phi_1/\varepsilon_1=0.78$ eV. That is a sag of 0.19 eV at mid-composition. Conduction through traps, image forces and roughness are not included. For direct hole tunnelling at fixed capacitance, the model thus supports a film with a substantial share of nitride. Taken one at a time, however, the corrections considered here shift the optimum by up to about 0.2, and voltage and confinement together lower it by about 0.25 with a parabolic band; adding the two-band dispersion at fixed $P$ brings the total shift to 0.35. The model therefore does not fix the composition even to the first decimal.

Numbers in the example were calculated in double precision.
